# Square-root growth of the Wannier radius in a deep triangular moire potential

## What goes wrong without the result

A natural guess is that the orbital in a moire cell grows in proportion to the cell. For a particle of half the electron mass in a triangular potential of amplitude 10 meV, the rms radius of the lowest Wannier function is 2.08 nm at a period of 10 nm. Proportional growth would give 33 nm at a period of 160 nm. The computed value is 7.10 nm, so the guess is too large by a factor of 4.7.

The mistake carries over to interactions. For a bare \(1/r\) repulsion and an orbital of fixed shape, the substitution \(\mathbf r=R\mathbf x\) shows that the on-site energy varies as \(1/R\), while the repulsion between well-separated neighbours varies as \(1/a\). Their ratio varies as \(a/R\). Under the guess it would stay constant; with \(R\propto\sqrt a\) it grows as \(\sqrt a\). This estimate holds only while two particles on a site keep the one-particle orbital, which needs an on-site energy small against the level spacing \(\hbar\omega\) of the well. Since \(\hbar\omega\) falls as \(1/a\), that condition worsens as the period grows. For the parameters above, a harmonic well and a dielectric constant of 10, the fixed-orbital value is about 2 times \(\hbar\omega\) at 10 nm and 8 times at 160 nm. The two particles then avoid each other: the true cost at 160 nm is 12.5 meV instead of 25.6 meV, and the ratio grows with an exponent near \(1/3\). A gate closer than the period also makes the neighbour repulsion fall faster than \(1/a\).

The square-root law is itself a large-period law, and its first correction is needed to judge where it may be used.

## The potential and its minimum

Take one particle of mass \(m\) in

\[
V(\mathbf r)=-2V_0\sum_{j=1}^{3}\cos(\mathbf G_j\cdot\mathbf r+\phi),\qquad V_0>0,\quad |\phi|<\frac{\pi}{3}.
\]

The three vectors \(\mathbf G_j\) lie 120° apart, sum to zero, and have length \(G=4\pi/(\sqrt3\,a)\), where \(a\) is the period. The amplitude \(V_0\), the shape parameter \(\phi\) and \(m\) stay fixed as \(a\) changes. Lattice relaxation, which can make \(V_0\) and \(\phi\) depend on \(a\), is left out, as are interactions, spin and valley structure.

The origin is the deepest point of the cell. To see this, write \(\alpha_j=\mathbf G_j\cdot\mathbf r+\phi\), so that \(\sum_j\alpha_j=3\phi\). The gradient vanishes when \(\sum_j\mathbf G_j\sin\alpha_j=0\). Since the one linear relation among the \(\mathbf G_j\) is that their sum vanishes, the three sines must be equal. Modulo \(2\pi\), there are two cases:

- All \(\alpha_j\) are equal. Then \(\alpha_j=\phi\) or \(\phi\pm2\pi/3\), and \(V=-6V_0\cos\alpha_j\). For \(|\phi|<\pi/3\) the lowest of these values is \(-6V_0\cos\phi\), at the origin.
- Two equal \(\alpha\) and one equals \(\pi-\alpha\). The sum rule gives \(\alpha=3\phi-\pi\), and \(V=-2V_0\cos\alpha=2V_0\cos3\phi\ge-2V_0\). This lies above the origin, where \(V<-3V_0\).

At \(\phi=0\) the minimum is \(-6V_0\) and the maximum \(+3V_0\), so the full range is \(9V_0\).

## First derivation: expansion about the minimum

**Leading order.** Let \(\theta\) be the polar angle from \(\mathbf G_1\), and \(u_j=\mathbf G_j\cdot\mathbf r=Gr\cos\theta_j\), with the \(\theta_j\) spaced by 120°. The identities

\[
\cos^2x=\tfrac12(1+\cos2x),\quad \cos^3x=\tfrac14(3\cos x+\cos3x),
\]
\[
\cos^4x=\tfrac18(3+4\cos2x+\cos4x)
\]

give \(\sum\cos^2\theta_j=3/2\), \(\sum\cos^3\theta_j=\tfrac34\cos3\theta\) and \(\sum\cos^4\theta_j=9/8\), because the other harmonics cancel over three equally spaced angles. Hence

\[
\sum_j\cos u_j=3-\tfrac34G^2r^2+\tfrac{3}{64}G^4r^4-\dots,
\]
\[
\sum_j\sin u_j=-\tfrac18G^3r^3\cos3\theta+\dots
\]

With \(\cos(u+\phi)=\cos\phi\cos u-\sin\phi\sin u\), the potential becomes

\[
\begin{aligned}
V={}&-6V_0\cos\phi+\tfrac32V_0\cos\phi\,G^2r^2\\
&-\tfrac14V_0\sin\phi\,G^3r^3\cos3\theta-\tfrac{3}{32}V_0\cos\phi\,G^4r^4+\dots
\end{aligned}
\]

The quadratic term is isotropic. Since \(G^2=16\pi^2/(3a^2)\), equating it to \(m\omega^2r^2/2\) gives

\[
\frac{m\omega^2}{2}=\frac{8\pi^2V_0\cos\phi}{a^2},\qquad
\omega=\frac{4\pi}{a}\sqrt{\frac{V_0\cos\phi}{m}}.
\]

The ground-state density is \(e^{-r^2/\ell^2}/(\pi\ell^2)\) with \(\ell^2=\hbar/(m\omega)\). Its mean square radius, with \(t=r^2/\ell^2\), is

\[
\langle r^2\rangle=\int_0^\infty r^2\,\frac{e^{-r^2/\ell^2}}{\pi\ell^2}\,2\pi r\,dr
=\ell^2\int_0^\infty t\,e^{-t}dt=\ell^2.
\]

The rms radius is therefore

\[
R\simeq\ell=\sqrt a\left[\frac{\hbar^2}{16\pi^2mV_0\cos\phi}\right]^{1/4}.
\]

A wider cell has a softer minimum, with \(\omega\propto1/a\), and the oscillator length varies as \(\omega^{-1/2}\). The orbital grows in nanometres but shrinks as a fraction of the cell.

**First correction.** The expansion parameter is

\[
\eta=G^2\ell^2=\frac{4\pi}{3}\,\frac{\hbar}{a\sqrt{mV_0\cos\phi}}\propto\frac1a .
\]

The quadratic coefficient gives \(V_0\cos\phi=m\omega^2/(3G^2)=\hbar\omega/(3\eta)\). With \(r=\ell\rho\) and energies in units of \(\hbar\omega\), the cubic and quartic terms become

\[
-\mu f-\frac{\eta}{32}\rho^4,\qquad
\mu=\frac{\sqrt\eta\tan\phi}{12},\quad f=\rho^3\cos3\theta .
\]

To obtain the radius from the energy, replace the oscillator term by \(w^2\rho^2/2\) and set \(w=1\) at the end. The ground state \(\psi_0\propto e^{-w\rho^2/2}\) has \(\langle\rho^{2n}\rangle=n!/w^n\), so the quartic term contributes \(-(\eta/32)(2/w^2)=-\eta/(16w^2)\).

The cubic term has zero mean and enters at second order. Since \(\nabla^2f=0\), the oscillator Hamiltonian \(h_0\) acts as

\[
h_0(f\psi_0)=f\,h_0\psi_0-\nabla f\cdot\nabla\psi_0
=\left(wf+w\rho\,\partial_\rho f\right)\psi_0=4w\,f\psi_0 .
\]

Thus \(f\psi_0\) is a single excited level, \(3w\) above the ground state. Its squared norm is \(\langle f^2\rangle=\tfrac12\cdot6/w^3=3/w^3\), so the energy shift is \(-\mu^2(3/w^3)/(3w)=-\mu^2/w^4\). Together,

\[
E(w)=w-\frac{\eta}{16w^2}-\frac{\eta\tan^2\phi}{144w^4}+O(\eta^2).
\]

The derivative of the energy with respect to \(w^2\) is the mean of \(\rho^2/2\). Hence \(\langle\rho^2\rangle=(1/w)\,dE/dw\), and at \(w=1\)

\[
R^2=\ell^2\left[1+c\,\eta+O(\eta^2)\right],\qquad
c=\frac18+\frac{\tan^2\phi}{36}.
\]

Both contributions to \(c\) are positive or zero, so neither the quartic nor the cubic part of the potential narrows the orbital. Since \(d\eta/d\ln a=-\eta\), the local exponent is

\[
\frac{d\ln R}{d\ln a}=\frac12-\frac{c\,\eta}{2}+O(\eta^2),
\]

which approaches one half from below.

**From the well to the Wannier function.** The Wannier function at the origin is the average over the Brillouin zone of the lowest-band Bloch functions, with phases chosen to make each positive at the minimum. At large \(a\) this band is isolated: the next level in the same well is about \(\hbar\omega\) higher, and any other minimum in the cell is higher by a fixed multiple of \(V_0\), while \(\hbar\omega\) falls as \(1/a\).

The Wannier function then differs from the well orbital by small lobes in neighbouring wells, produced by tunnelling and by orthogonality. At \(\phi=0\), along the straight line between neighbouring minima, one phase \(u_j\) stays zero and the other two are \(\pm2\pi x/a\). Thus \(V-V_{\min}=4V_0[1-\cos(2\pi x/a)]=8V_0\sin^2(\pi x/a)\), and the tunnelling exponent is

\[
\frac1\hbar\int_0^a\sqrt{2m(V-V_{\min})}\,dx
=\frac{4\sqrt{mV_0}}{\hbar}\int_0^a\sin\frac{\pi x}{a}\,dx
=\frac{8a\sqrt{mV_0}}{\pi\hbar}.
\]

For other \(\phi\) in the allowed range the number in front changes, but the least action between wells is still proportional to \(a\), because the potential depends on position only through \(\mathbf r/a\). The lobes thus decay exponentially with \(a\), apart from powers of \(a\). Their effect on \(R^2\), even after multiplication by the squared distance \(a^2\), vanishes faster than the corrections in powers of \(1/a\).

## Second derivation: a Gaussian in the full potential

This route does not expand the potential. Take the normalized trial orbital \(\psi=e^{-r^2/(2s^2)}/(\sqrt\pi\,s)\), whose rms radius is \(s\), and choose \(s\) to make the energy a minimum.

Since \(|\nabla\psi|^2=(r^2/s^4)\psi^2\) and \(\langle r^2\rangle=s^2\), the kinetic energy is \(\hbar^2/(2ms^2)\). For the potential, the sine part of each wave averages to zero by symmetry, and the Gaussian integral gives \(\langle\cos(\mathbf G_j\cdot\mathbf r)\rangle=e^{-G^2s^2/4}\). With \(q=s^2\),

\[
E(q)=\frac{\hbar^2}{2mq}-6V_0\cos\phi\,e^{-G^2q/4}.
\]

Setting the derivative to zero,

\[
-\frac{\hbar^2}{2mq^2}+\frac32V_0\cos\phi\,G^2e^{-G^2q/4}=0,
\]

and inserting \(3G^2=16\pi^2/a^2\) yields

\[
q^2e^{-G^2q/4}=\frac{\hbar^2}{3mV_0\cos\phi\,G^2}
=\frac{\hbar^2a^2}{16\pi^2mV_0\cos\phi}.
\]

On the localized solution at large \(a\), \(q\) grows as \(a\), so \(G^2q\) falls as \(1/a\) and the exponential tends to one. The limit is \(s=\ell\), the same square-root law with the same prefactor.

The right-hand side is \(\ell^4\). With \(x=s^2/\ell^2\), the condition becomes \(x^2=e^{\eta x/4}\), or

\[
x=e^{\eta x/8}=1+\frac{\eta}{8}+O(\eta^2).
\]

The coefficient \(1/8\) agrees with the first derivation at \(\phi=0\). The term \(\tan^2\phi/36\) is missing, because a round Gaussian averages \(\cos3\theta\) to zero and cannot distort towards the softer directions.

The condition also shows where this picture ends. Written as \(\eta=8\ln x/x\), its right-hand side has the maximum \(8/e\approx2.94\), at \(x=e\). For smaller positive \(\eta\), the smaller root is a local energy minimum. For \(\eta>8/e\) the trial energy has no localized minimum. This is a limit of the trial family, not a proof that the band has no Wannier function.

## Numbers for one set of parameters

Take \(m=0.5\) electron masses, \(V_0=10\) meV and \(\phi=0\). Nanometres and meV suit these scales better than atomic units. With \(\hbar^2/m=152.4\) meV nm²,

\[
\frac{\ell}{\sqrt a}=\left[\frac{152.4}{16\pi^2\times10}\right]^{1/4}\text{nm}^{1/2}=0.557\ \text{nm}^{1/2}.
\]

At \(a=10\) nm this gives \(\ell=0.557\times3.162=1.76\) nm. The radius \(R\) below comes from plane-wave Bloch states in the full potential, without a harmonic approximation.

| \(a\) (nm) | \(\eta\) | \(\ell\) (nm) | \(R\) (nm) |
|---|---|---|---|
| 10 | 1.64 | 1.76 | 2.08 |
| 20 | 0.82 | 2.49 | 2.65 |
| 40 | 0.41 | 3.53 | 3.62 |
| 80 | 0.20 | 4.99 | 5.05 |
| 160 | 0.10 | 7.05 | 7.10 |

The longest periods serve to expose the limit. Over successive doublings the exponent is 0.35, 0.45, 0.48 and 0.49. For the last doubling the first-order formula gives 0.491, against 0.490 computed.

At 10 nm the parameter \(\eta\) is not small, and \(\ell\) lies 15% below the computed \(R\) (39 bohr). The first correction gives \(1.7625\sqrt{1+1.6352/8}=1.93\) nm, still 7% low. The Gaussian condition \(x=e^{0.2044x}\) has the root \(x\approx1.306\), hence \(s=1.7625\sqrt{1.306}\approx2.01\) nm, 3% low.

The first-order formula leaves out both the higher orders in \(\eta\) and the lobes in neighbouring wells.

The tunnelling exponent predicts a decay rate of 0.652 per nm. Between 20 and 30 nm, the computed hopping multiplied by \(\sqrt a\) falls at 0.650 per nm. The factor \(\sqrt a\) removes the semiclassical prefactor, which can be found as follows. Outside the well centre the orbital is \(\ell^{-1}F(\mathbf r/a)e^{-S/\hbar}\), where \(S\) is the action from the minimum and \(F\) has no further dependence on \(a\). The hopping is proportional to \((\hbar^2/m)\int\chi\,|\partial_x\chi|\,dy\) on the midplane between wells, with \(\chi\) this orbital. The normalization supplies \(\ell^{-2}\), the derivative \(a/\ell^2\), and the transverse Gaussian width \(\ell\). Their product is \(a/\ell^3\propto a^{-1/2}\).

The numerical tests also cover \(\phi=45^\circ\), where the cubic term matters. Extrapolating the computed radii from 40, 80 and 160 nm gives \(c=0.1530\), against \(1/8+1/36=0.1528\). The value \(1/8\) alone would fail. At \(\phi=0\) the same extrapolation gives 0.1250. The numerical output lists these values and the matching energy coefficients.

## What each derivation assumes

The first derivation assumes that the orbital samples a small part of the cell, \(\eta\ll1\). It does not assume the shape of the orbital: the oscillator supplies the Gaussian, and perturbation theory supplies its distortion. It therefore gives the full coefficient \(c\), but as a truncated series it loses accuracy when \(\eta\) is of order one.

The second derivation assumes a round Gaussian and keeps the whole potential. Minimizing an energy does not by itself guarantee a correct radius. Here the guarantee at small \(\eta\) comes from the first derivation: the limiting ground state belongs to the trial family. At \(\phi=0\), the trial energy is also correct through order \(\eta\) for every oscillator strength \(w\), because optimizing the width changes it at order \(\eta^2\). Differentiating with respect to \(w^2\) then gives the correct radius through order \(\eta\). For \(\phi\ne0\) the trial energy misses the second-order cubic shift, and the radius misses the corresponding term.

Both derivations need one dominant well per cell. As \(|\phi|\) approaches \(\pi/3\), a second minimum becomes equally deep. The period must then be large enough for tunnelling between the two to be small against their energy difference; at \(|\phi|=\pi/3\) the single-well argument fails.

To read the result as a square-root law in \(a\), \(V_0\) and \(m\) must also stay fixed. With \(\mathbf r=a\mathbf x\), and energies in units of \(\hbar^2/(ma^2)\), the Schrödinger equation contains just \(\phi\) and the combination \(mV_0a^2/\hbar^2\). If \(V_0\) falls as \(1/a^2\), that combination is constant and \(R\) is proportional to \(a\). Doubling the period from 20 to 40 nm while reducing \(V_0\) from 10 to 2.5 meV takes \(R\) from 2.65 to 5.29 nm, a factor of two. The square root thus belongs to a potential whose depth stays fixed while its minimum broadens.

## Table of computed values

```
mass = 0.5 electron masses, V0 = 10.0 meV, phi = 0
hbar^2/m = 152.399 meV nm^2
ell/sqrt(a) = 0.55737 nm^(1/2)
a = 10 nm: ell = 1.7625 nm, hbar omega = 49.057 meV, eta = 1.6352
   computed R = 2.0767 nm, R/ell = 1.1783, first-order R = 1.9343 nm
a = 20 nm: ell = 2.4926 nm, hbar omega = 24.529 meV, eta = 0.8176
   computed R = 2.6470 nm, R/ell = 1.0619, first-order R = 2.6169 nm
a = 40 nm: ell = 3.5251 nm, hbar omega = 12.264 meV, eta = 0.4088
   computed R = 3.6233 nm, R/ell = 1.0279, first-order R = 3.6140 nm
a = 80 nm: ell = 4.9852 nm, hbar omega = 6.132 meV, eta = 0.2044
   computed R = 5.0516 nm, R/ell = 1.0133, first-order R = 5.0485 nm
a = 160 nm: ell = 7.0502 nm, hbar omega = 3.066 meV, eta = 0.1022
   computed R = 7.0961 nm, R/ell = 1.0065, first-order R = 7.0951 nm
exponent from 10 to 20 nm = 0.3500
exponent from 20 to 40 nm = 0.4530
exponent from 40 to 80 nm = 0.4794
exponent from 80 to 160 nm = 0.4903
first-order exponent, 80 to 160 nm = 0.4910
phi = 0 deg: radius coefficient computed 0.12503, formula 0.12500
   energy coefficient computed 0.06250, formula 0.06250
phi = 45 deg: radius coefficient computed 0.15302, formula 0.15278
   energy coefficient computed 0.06945, formula 0.06944
a = 10 nm: hopping = 1.768e-01 meV, neighbour lobe/centre = 6.182e-03
a = 20 nm: hopping = 2.063e-04 meV, neighbour lobe/centre = 1.689e-05
a = 30 nm: hopping = 2.537e-07 meV, neighbour lobe/centre = 3.396e-08
tunnelling rate from action = 0.6523 nm^-1
tunnelling rate from hopping = 0.6498 nm^-1
tunnelling rate from lobe = 0.6209 nm^-1
R at a = 40 nm with V0 = 2.5 meV: 5.2940 nm
its ratio to R at a = 20 nm, V0 = 10.0 meV: 2.000000
computed R at a = 10 nm in bohr = 39.24
```
